# Mean Residence Time and Diffusion Through Traps with a Common Saddle, part 2

A dilute oxidant makes memoryless hops on a hypercubic lattice in $d$ dimensions, with spacing $a$ and $z=2d$ neighbours per site. Some sites are deep traps, and the long-time diffusivity $D$ is sought. Site $i$ has energy $E_i$. All passages share the saddle energy $E_s$ and the prefactor $\nu$, so the rate through each exit is $w_i=\nu e^{-(E_s-E_i)/kT}$ and the mean residence time is $\tau_i=1/(zw_i)$.

The energies repeat with a periodic cell of $N$ sites. Angle brackets denote the plain average over these sites, $\mathbb E$ the average over walks, and $j\sim i$ the neighbours $j$ of $i$. The probability $P_i(t)$ of being on site $i$ tends to $\pi_i=\tau_i/\sum_l\tau_l$. To show this, put $u_i=P_i/\pi_i$ and $\kappa=w_i\pi_i$, which is the same for all sites. Then

$$\frac{d}{dt}\sum_i\pi_iu_i^2
=2\kappa\sum_i\sum_{j\sim i}u_i(u_j-u_i)
=-\kappa\sum_i\sum_{j\sim i}(u_i-u_j)^2, \tag{8}$$

which is negative unless $u$ is equal on all neighbouring sites, hence constant on a connected lattice.

The displacement is $\Delta\mathbf r$, with component $\Delta x$; $D_{xx}$ is half the long-time slope of $\mathbb E[\Delta x^2]$. The steps from each site cancel on average, so there is no drift and only the squared step length contributes:

$$\frac{d}{dt}\mathbb E\big[|\Delta\mathbf r|^2\big]=a^2\sum_i\frac{P_i(t)}{\tau_i}. \tag{10}$$

At long times this gives the mean-time law

$$D=\frac{a^2}{2d\langle\tau\rangle}=\frac{a^2}{\langle1/w\rangle}. \tag{18}$$

The example is a cubic lattice with $a=0.5$ nm, $\nu=10^{13}\ \mathrm{s^{-1}}$ per passage, a barrier $B=1.0$ eV for leaving an ordinary site, and a fraction $c=0.05$ of traps deeper by $\Delta=0.5$ eV. At 1200 K, $kT=0.10341$ eV, the residence time is $\tau_0=0.2640$ ns on an ordinary site and $\tau_{\rm trap}=33.233$ ns in a trap, and $\langle\tau\rangle=1.9125$ ns. The slowing factor is $\langle\tau\rangle/\tau_0$. An equilibrium start has $P_i(0)=\pi_i$, a uniform start $P_i(0)=1/N$. The "wrong" values of $D$ in the output replace $\langle\tau\rangle$ by the occupancy-weighted $\sum_i\pi_i\tau_i$, or $1/\langle\tau\rangle$ by the mean rate $\langle1/\tau\rangle$.

### Apparent activation energy

Let $\beta=1/kT$, and let $E_s$, $E_i$ and $\nu$ be independent of temperature. From $\tau_i=e^{\beta(E_s-E_i)}/(z\nu)$,

$$\frac{d\tau_i}{d\beta}=(E_s-E_i)\,\tau_i .$$

Since $\ln D$ equals a constant minus $\ln\langle\tau\rangle$, the slope of an Arrhenius plot is

$$E_{\rm app}=-\frac{d\ln D}{d\beta}
=\frac{\langle(E_s-E_i)\tau_i\rangle}{\langle\tau\rangle}
=E_s-\sum_i\pi_iE_i. \tag{19}$$

The apparent activation energy is measured from the thermal mean energy of the oxidant up to the common saddle. Here the occupation is the correct weight, although it is the wrong weight for the residence time itself.

A second derivative shows how the Arrhenius plot bends. Write $b_i=E_s-E_i$. The weights obey $d\pi_i/d\beta=\pi_i(b_i-\sum_l\pi_lb_l)$, because $\pi_i$ is $\tau_i$ divided by the sum of all $\tau_l$. Hence

$$\frac{dE_{\rm app}}{d\beta}=\sum_i\pi_ib_i^2-\Big(\sum_i\pi_ib_i\Big)^2\ge0. \tag{20}$$

The apparent energy rises on cooling, as the oxidant settles into deeper sites. In the example $E_{\rm app}=B+f\Delta$, where $f$ is the trap occupation:

| $T$ (K) | $f$ | $E_{\rm app}$ (eV) | $D$ (nm²/s) |
|---|---|---|---|
| 1000 | 0.946 | 1.473 | $1.30\times10^6$ |
| 1200 | 0.869 | 1.434 | $2.18\times10^7$ |
| 1400 | 0.769 | 1.384 | $1.53\times10^8$ |

None of these energies is the barrier of an actual passage. Those barriers are 1.0 eV from an ordinary site and 1.5 eV from a trap. The apparent prefactor changes as well. For the binary distribution on the cubic lattice, equation (18) reads

$$D=\frac{a^2\nu\,e^{-\beta B}}{1-c+c\,e^{\beta\Delta}}
\;\longrightarrow\;\frac{a^2\nu}{c}\,e^{-\beta(B+\Delta)}
\qquad(c\,e^{\beta\Delta}\gg1). \tag{21}$$

In the trap-dominated limit the prefactor is larger than the trap-free value $a^2\nu$ by the factor $1/c$, here 20. This limit is not yet reached at the temperatures of the table: the local prefactor $D\,e^{\beta E_{\rm app}}$ exceeds $a^2\nu$ by $e^{\beta f\Delta}/(1-c+c\,e^{\beta\Delta})$, which is about 14, 9 and 6 at 1000, 1200 and 1400 K. A large fitted prefactor is therefore no evidence of a large attempt frequency. In the opposite limit, $c\,e^{\beta\Delta}\ll1$ with $c\ll1$, the trap-free diffusivity returns.

### Transient diffusion and steady permeation

The diffusivity above multiplies the gradient of the total concentration, which includes trapped oxidant. A layer in steady state between two fixed chemical potentials behaves differently. In dilute local equilibrium with chemical potential $\mu$, the site occupation is $n_i=e^{\beta(\mu-E_i)}$, and the concentration is $C=\langle n\rangle/a^d$. Using $\langle1/w\rangle=e^{\beta E_s}\langle e^{-\beta E}\rangle/\nu$,

$$DC=\frac{a^2\nu}{e^{\beta E_s}\langle e^{-\beta E}\rangle}\,
\frac{e^{\beta\mu}\langle e^{-\beta E}\rangle}{a^d}
=a^{2-d}\,\nu\,e^{\beta(\mu-E_s)}. \tag{22}$$

The site energies cancel. Traps lower $D$ and raise the dissolved amount by the same factor. They delay the filling of a layer but leave its steady permeation unchanged, as long as the oxidant stays dilute and the chemical potentials at the two faces are fixed. When $D$ is used in an oxidation model, the boundary concentration must therefore count trapped oxidant too. Combining the reduced $D$ with a solubility that counts ordinary sites alone would include the slowing in the steady flux by mistake.

### Irregular networks

In a disordered network the number of exits $z_i$ varies, and the steps from a site need not cancel. Suppose that all passages still share the saddle level and the prefactor. The rate is $w_i$ through each exit, so $\tau_i=1/(z_iw_i)$. Detailed balance again makes $w_i\pi_i$ constant, which now gives

$$\pi_i=\frac{z_i\tau_i}{\sum_lz_l\tau_l},\qquad w_i\pi_i=\frac{1}{\sum_lz_l\tau_l}. \tag{23}$$

Let $\Delta x_{ij}$ be the change of $x$ in the hop from $i$ to $j$, so that $\Delta x_{ji}=-\Delta x_{ij}$. The mean drift on site $i$ is $w_i\sum_j\Delta x_{ij}$, which is in general not zero. It can be removed by assigning a shifted coordinate $x+\chi_i$ to each site, with $\chi$ periodic in the cell and chosen such that

$$\sum_{j\sim i}\left(\Delta x_{ij}+\chi_j-\chi_i\right)=0\quad\text{for every }i. \tag{24}$$

The common factor $w_i$ has dropped out, so $\chi$ depends on the geometry of the network and not on the traps. Written as a linear system, equation (24) is

$$z_i\chi_i-\sum_{j\sim i}\chi_j=\sum_{j\sim i}\Delta x_{ij}.$$

The matrix on the left is symmetric. On a connected network its null vector is the constant, by the argument that followed equation (8). A solution exists if the right-hand sides add up to zero, which they do because each passage contributes $\Delta x_{ij}+\Delta x_{ji}=0$. The solution is unique up to a constant, and the constant has no effect on differences.

Let $y=x+\chi$. It has no drift on any site, so the step that led to equation (10) can be repeated:

$$\frac{d}{dt}\mathbb E[\Delta y^2]=\sum_iP_iw_i\sum_{j\sim i}\left(\Delta x_{ij}+\chi_j-\chi_i\right)^2 .$$

At long times $P_iw_i\to\pi_iw_i$, which is constant by equation (23). The displacements $\Delta x$ and $\Delta y$ differ by at most $2\max|\chi|$, a bounded amount. Their mean squares therefore differ by terms that grow no faster than $\sqrt t$, and the diffusivities are equal:

$$D_{xx}=\frac{S}{2\sum_iz_i\tau_i},\qquad
S=\sum_i\sum_{j\sim i}\left(\Delta x_{ij}+\chi_j-\chi_i\right)^2. \tag{25}$$

The traps still enter through one average, but each residence time is weighted by the number of exits. Since $z_i\tau_i=1/w_i$, an equivalent form is $D_{xx}=(S/2N)/\langle1/w\rangle$. This form is convenient in practice, because it separates a geometric factor, computed once, from a plain average that carries the temperature and the trap energies. On the regular lattice $\chi=0$, and two steps per site have $\Delta x^2=a^2$. Then $S=2Na^2$, and equation (18) is recovered.

The correction $\chi$ must not be omitted. The derivative of $S$ with respect to $\chi_i$ is $-4\sum_j(\Delta x_{ij}+\chi_j-\chi_i)$, so equation (24) is the condition for the minimum of this convex quadratic form. Setting $\chi=0$ therefore gives a value of $D_{xx}$ that is too large or, at best, correct.

As an example, 12 of the 128 passages of an $8\times8$ square cell are removed, all of them along $x$. The result is $S/(2Na^2)=0.689$. With $\chi=0$ the same ratio would be the fraction of remaining $x$ passages, $52/64=0.8125$, which is 18 % too high. When all residence times are equal, the true $D_{xx}$ is 0.760 of the regular-lattice value $a^2/(4\langle\tau\rangle)$. This follows from the geometric factor and the mean coordination $232/64=3.625$: $0.689\times4/3.625=0.760$. For one random set of residence times the ratio is 0.740, because in that set the exit-weighted mean exceeds the plain mean by 2.6 %.

### Unequal saddles

If the rates out of one site differ, the residence times alone do not in general determine $D$. A case with identical sites shows this. On a square lattice, let the passages along each axis alternate between a fast rate $w_f$ and a slow rate $w_s$, equal in both directions. Every site has one fast and one slow exit along each axis, so all residence times equal $1/[2(w_f+w_s)]$. Equation (18) would predict $a^2/(4\tau)=a^2(w_f+w_s)/2$.

To find the true value, replace the two step lengths by $\delta_f$ and $\delta_s$, chosen to remove the drift, as $\chi$ did above. The two exits along $x$ point in opposite directions, so the condition is $w_f\delta_f=w_s\delta_s$. One period must keep its length, $\delta_f+\delta_s=2a$. Hence

$$\delta_f=\frac{2aw_s}{w_f+w_s},\qquad \delta_s=\frac{2aw_f}{w_f+w_s},$$

$$D=\tfrac12\left(w_f\delta_f^2+w_s\delta_s^2\right)
=\frac{2a^2w_fw_s(w_s+w_f)}{(w_f+w_s)^2}
=\frac{2a^2w_fw_s}{w_f+w_s}. \tag{26}$$

For $w_s=0.1\,w_f$ this is $0.182\,a^2w_f$, while the mean-time law gives $0.550\,a^2w_f$, three times too much. After a fast hop the passage straight ahead is slow, so for this rate ratio the walker is ten times more likely to hop straight back than to go on in the same direction. Such pairs of hops shorten the residence time without moving the walker. A common saddle on the regular lattice excludes this, because the return passage is then no more likely than any other exit. If $w_f=w_s$, both expressions reduce to $a^2w_f$.

### An independent route to $D$

The law can be checked in a given cell without the drift argument. Let $G_i(\mathbf q,t)$ be the average of $e^{i\mathbf q\cdot\Delta\mathbf r}$ over walks that are on site $i$ at time $t$, counted as zero otherwise. Each hop multiplies the exponential by a phase, so

$$\frac{dG_i}{dt}=\sum_{j\sim i}\left(w_je^{i\mathbf q\cdot\mathbf e_{ji}}G_j-w_iG_i\right), \tag{27}$$

where $\mathbf e_{ji}$ is the step from $j$ to $i$. With $G_i=\sqrt{\pi_i}\,g_i$ the coefficient that couples $g_j$ into $dg_i/dt$ becomes $w_j\pi_j\,e^{i\mathbf q\cdot\mathbf e_{ji}}/\sqrt{\pi_i\pi_j}$. Since $w_j\pi_j$ is the same for all sites and $\mathbf e_{ij}=-\mathbf e_{ji}$, the matrix is Hermitian and its decay rates are real. The smallest of them, $\lambda(q)$, vanishes at $q=0$. Reversing $\mathbf q$ gives the complex conjugate matrix, with the same eigenvalues, so $\lambda$ is even in $q$. At long times and small $q$ the sum of all $G_i$ decays as $e^{-Dq^2t}$. Therefore

$$\frac{\lambda(q)}{q^2}=D+bq^2+O(q^4),\qquad
D\simeq\frac13\left[4\,\frac{\lambda(q/2)}{(q/2)^2}-\frac{\lambda(q)}{q^2}\right], \tag{28}$$

where the combination removes the unknown coefficient $b$. The wavevector must be small enough that $bq^2$ is a small correction to $D$, but not so small that $\lambda$ is lost in rounding error. In a large three-dimensional cell dominated by a rare deep trap, this can require a wavevector far below the inverse cell length.

The numerical output after this text compares this eigenvalue with equation (18) in one, two and three dimensions. It does so for the binary traps and for a broad distribution whose longest and shortest residence times differ by a factor of 781. The tests require agreement along every axis within a relative tolerance of $2\times10^{-5}$, and the same tolerance is applied to equations (25) and (26).

### Conditions to verify before use

The saddle levels should be compared first. Differences between saddles that are small compared with $kT$ change the rates little, but the alternating example differs from the law by a factor of three with a rate ratio of 10, which corresponds to a saddle difference of $kT\ln10$, or 0.24 eV at 1200 K.

The second condition is dilution at the traps, not merely on average. If the mean occupation per site is $n$, the expected occupation of a trap is $n\,\tau_{\rm trap}/\langle\tau\rangle$. At 1200 K this is $n\times33.233/1.9125=17.4\,n$, and it must remain far below one. Otherwise the traps saturate, fewer of them are available to further oxidant, and the diffusivity depends on concentration.

The third condition concerns time. The law describes a sample in which the oxidant has equilibrated between traps and ordinary sites. For a uniform start in the example cell, the displacement at $t=100\,\tau_0$, or 26 ns at 1200 K, is still $29.5/13.8=2.1$ times the value given by the long-time law.

## Numbers as computed

```
INPUT: hop length = 0.50 nm, prefactor = 1.0e+13 1/s per passage
INPUT: ordinary barrier = 1.00 eV, extra trap depth = 0.50 eV
INPUT: trap fraction = 0.050, sites in test cell = 100
Broad set: longest/shortest residence time = 781.0
d=1 binary D eigenvalue = 0.069029, formula = 0.069029 a^2/tau0
d=1 broad  D eigenvalue = 0.223917, formula = 0.223917 a^2/tau0
d=2 binary D eigenvalue = 0.034515, formula = 0.034515 a^2/tau0
d=2 broad  D eigenvalue = 0.111958, formula = 0.111958 a^2/tau0
d=3 binary D eigenvalue = 0.023010, formula = 0.023010 a^2/tau0
d=3 broad  D eigenvalue = 0.074639, formula = 0.074639 a^2/tau0
Displacement at 1200 K, d=3; tau0 = ordinary residence time
t =    0.01 tau0: MSD equilibrium = 0.00138, uniform = 0.00950 a^2
t =    1.00 tau0: MSD equilibrium = 0.13806, uniform = 0.92713 a^2
t =   10.00 tau0: MSD equilibrium = 1.38059, uniform = 7.67725 a^2
t =  100.00 tau0: MSD equilibrium = 13.80588, uniform = 29.54083 a^2
t = 1000.00 tau0: MSD equilibrium = 138.05868, uniform = 153.93390 a^2
t = 3000.00 tau0: MSD equilibrium = 414.17518, uniform = 430.05057 a^2
t = 4000.00 tau0: MSD equilibrium = 552.23299, uniform = 568.10836 a^2
Uniform start: early slope = 0.9502, late slope = 0.1381 a^2/tau0
T = 1000 K: kT = 0.08617 eV, tau ordinary = 1.8265 ns, trap = 604.667 ns
  mean tau = 31.9685 ns, slowing factor = 17.502
  D = 1.3034e+06 nm^2/s = 1.3034e-12 m^2/s
  trap occupation = 0.9457, activation energy = 1.4729 eV
T = 1200 K: kT = 0.10341 eV, tau ordinary = 0.2640 ns, trap = 33.233 ns
  mean tau = 1.9125 ns, slowing factor = 7.243
  D = 2.1787e+07 nm^2/s = 2.1787e-11 m^2/s
  trap occupation = 0.8688, activation energy = 1.4344 eV
  occupancy-weighted tau = 28.909 ns
  wrong D: weighted tau 1.4413e+06, mean rate 1.4998e+08 nm^2/s
T = 1400 K: kT = 0.12064 eV, tau ordinary = 0.0663 ns, trap = 4.184 ns
  mean tau = 0.2722 ns, slowing factor = 4.104
  D = 1.5306e+08 nm^2/s = 1.5306e-10 m^2/s
  trap occupation = 0.7685, activation energy = 1.3843 eV
Irregular 2D network: removed passages = 12 of 128, S/(2N a^2) = 0.68859
equal  tau: D/weighted formula = 1.000000, D/plain formula = 0.7598
random tau: D/weighted formula = 1.000000, D/plain formula = 0.7404
Unequal saddles: fast rate = 1.00, slow rate = 0.10 (fast rate = 1)
  true D = 0.18182, mean-time law = 0.55000 a^2 x fast rate
```
